# Profile and Energy of a 180-Degree Ferroelectric Domain Wall: verification in Python

```python
"""
Result under test: the 180-degree ferroelectric wall of the energy density
    f = (a/2) P^2 + (b/4) P^4 + (g/2) (dP/dx)^2,   a < 0, b > 0, g > 0
has the profile P = P0 tanh(x/w) and the energy per area sigma, where
    P0 = sqrt(|a|/b),  w = sqrt(2 g/|a|),  sigma = 4 g P0^2 / (3 w).
P: polarization parallel to the wall (C/m^2); x: distance along the normal.
Units inside the program are SI, except that x in the solver is in nm.
Model parameters are round values in the rough regime of lithium tantalate.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial
from scipy.constants import epsilon_0, e, k
from scipy.integrate import simpson, solve_bvp, quad
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar
from scipy.special import erf

NM = 1e-9

# ---------- inputs ----------
P0 = 0.50            # spontaneous polarization, C/m^2
chi = 50.0           # susceptibility along the polar axis
g = 1.0e-10          # gradient coefficient, J m^3/C^2
T, T_hot, Tc = 300.0, 400.0, 900.0
C_el, Q_el = 2.0e11, 0.02      # effective modulus (Pa), electrostriction (m^4/C^2)
eps_t = 50.0         # relative permittivity across the polar axis
tilt = np.radians(1.0)

# ---------- derived formulas ----------
A = 1 / (2 * epsilon_0 * chi)  # |a|
a, b = -A, A / P0**2


def wall_formulas(abs_a, b_coef, g_coef):
    p_sat = np.sqrt(abs_a / b_coef)
    width = np.sqrt(2 * g_coef / abs_a)
    return p_sat, width, 4 * g_coef * p_sat**2 / (3 * width)


_, w, sigma = wall_formulas(A, b, g)


# ---------- numerical wall, found without use of the tanh ----------
def solve_wall(excess, p_sat, length=5.0):
    """Solve g P'' = dW/dP on a half-line; return profile, well and gradient energy."""
    slope = excess.deriv()
    x = np.linspace(0, length, 401)
    guess = np.vstack([p_sat * np.clip(x, 0, 1), np.where(x < 1, p_sat, 0.0)])
    sol = solve_bvp(lambda s, y: np.vstack([y[1], slope(y[0]) / g * NM**2]),
                    lambda left, right: np.array([left[0], right[0] - p_sat]),
                    x, guess, tol=1e-8, max_nodes=50000)
    assert sol.status == 0
    fine = np.linspace(0, length, 20001)
    p, dp = sol.sol(fine)
    well = 2 * NM * simpson(excess(p), x=fine)
    grad = 2 * NM * simpson(g / 2 * (dp / NM)**2, x=fine)
    return sol.sol, well, grad


landau = Polynomial([0, 0, a / 2, 0, b / 4])
excess = landau - landau(P0)
profile, well_energy, grad_energy = solve_wall(excess, P0)
sigma_num = well_energy + grad_energy
x_test = np.linspace(0, 4, 401)
profile_error = np.max(np.abs(profile(x_test)[0] - P0 * np.tanh(x_test * NM / w))) / P0
assert profile_error < 1e-5
assert abs(sigma_num / sigma - 1) < 1e-5
assert abs(well_energy / grad_energy - 1) < 1e-5

# closed form of sigma in the bare coefficients, against the numerical wall
sigma_bare = 2 * np.sqrt(2) / 3 * np.sqrt(g) * A**1.5 / b
assert abs(sigma_bare / sigma_num - 1) < 1e-5

# susceptibility from the response of the equilibrium polarization to a field
field = 1e4


def equilibrium(applied):
    roots = (landau.deriv() - applied).roots()
    return max(roots.real)


chi_num = (equilibrium(field) - equilibrium(-field)) / (2 * field * epsilon_0)
assert abs(chi_num / chi - 1) < 1e-4

# symbolic check of the field equation for arbitrary coefficients
xs, gs, As, bs = sp.symbols("x g A b", positive=True)
Ps = sp.sqrt(As / bs) * sp.tanh(xs / sp.sqrt(2 * gs / As))
assert sp.simplify(sp.expand(gs * sp.diff(Ps, xs, 2) + As * Ps - bs * Ps**3)) == 0

# ---------- trial profiles and the completed square ----------
grid = np.linspace(-8, 8, 40001) * NM


def profile_energy(p):
    dp = np.gradient(p, grid)
    return simpson(excess(p) + g / 2 * dp**2, x=grid)


def best_trial(shape):
    return minimize_scalar(lambda s: profile_energy(P0 * shape(grid / (s * NM))),
                           bounds=(0.1, 2.0), method="bounded").fun


ramp_energy = best_trial(lambda s: np.clip(s, -1, 1))
erf_energy = best_trial(erf)
assert ramp_energy > sigma and erf_energy > sigma

s = grid / (0.6 * NM)
odd_shape = P0 * (erf(s) + 0.6 * np.exp(-(s - 0.3)**2))
assert odd_shape.max() > 1.05 * P0          # the trial overshoots the domain value
square = (np.sqrt(g / 2) * np.gradient(odd_shape, grid)
          - np.sqrt(b) / 2 * (P0**2 - odd_shape**2))**2
assert abs((profile_energy(odd_shape) - sigma) / simpson(square, x=grid) - 1) < 1e-5

# ---------- heating: |a| proportional to Tc - T ----------
A_hot = A * (Tc - T_hot) / (Tc - T)
P_hot, w_hot, sigma_hot = wall_formulas(A_hot, b, g)
landau_hot = Polynomial([0, 0, -A_hot / 2, 0, b / 4])
hot_profile, hot_well, hot_grad = solve_wall(landau_hot - landau_hot(P_hot), P_hot)
ratio_T = (Tc - T_hot) / (Tc - T)
assert abs((hot_well + hot_grad) / sigma_num / ratio_T**1.5 - 1) < 1e-5
w_hot_num = P_hot / hot_profile(0.0)[1] * NM
w_num = P0 / profile(0.0)[1] * NM
assert abs(w_hot_num / w_num * np.sqrt(ratio_T) - 1) < 1e-5

# ---------- electrostrictive misfit at fixed in-plane strain ----------
misfit = 0.5 * C_el * Polynomial([Q_el * P0**2, 0, -Q_el])**2
el_profile, el_well, el_grad = solve_wall(excess + misfit, P0)
el_factor = np.sqrt(1 + 2 * C_el * Q_el**2 / b)
assert abs((el_well + el_grad) / sigma / el_factor - 1) < 1e-5
el_shape = P0 * np.tanh(x_test * NM * el_factor / w)
assert np.max(np.abs(el_profile(x_test)[0] - el_shape)) < 1e-5 * P0

# ---------- sixth-order limit: b = 0 with the same P0 and chi ----------
c6 = A / (2 * P0**4)
sextic = Polynomial([0, 0, -c6 * P0**4 / 2, 0, 0, 0, c6 / 6])
curvature = sextic.deriv(2)(P0)
assert abs(curvature * epsilon_0 * chi - 1) < 1e-10
excess6 = sextic - sextic(P0)
_, well6, grad6 = solve_wall(excess6, P0)
sigma6 = well6 + grad6
sigma6_integral = np.sqrt(2 * g) * quad(
    lambda p: np.sqrt(max(excess6(p), 0.0)), -P0, P0)[0]
assert abs(sigma6 / sigma6_integral - 1) < 1e-5


# ---------- discrete lattice planes ----------
def chain_wall(h, on_plane):
    """Stationary wall on planes spaced h (in units of w).
    Returns energy over sigma and the lowest eigenvalue of the Hessian."""
    n = int(14 / h) + 1
    j = np.arange(-n, n + 1) if on_plane else np.arange(-n, n) + 0.5
    u = np.tanh(h * j)
    for _ in range(40):
        full = np.concatenate([[-1.0], u, [1.0]])
        force = -h * u * (1 - u**2) + (2 * u - full[2:] - full[:-2]) / (2 * h)
        off = np.full(len(u) - 1, -1 / (2 * h))
        hess = np.diag(h * (3 * u**2 - 1) + 1 / h) + np.diag(off, 1) + np.diag(off, -1)
        if np.max(np.abs(force)) < 1e-13:
            break
        u = u - np.linalg.solve(hess, force)
    assert np.max(np.abs(force)) < 1e-11
    full = np.concatenate([[-1.0], u, [1.0]])
    energy = h * np.sum((1 - u**2)**2) / 4 + np.sum(np.diff(full)**2) / (4 * h)
    return energy * A * P0**2 * w / sigma, np.linalg.eigvalsh(hess)[0]


assert abs(chain_wall(0.1, False)[0] - 1) < 1e-3    # continuum limit
lattice = []
for spacing in (0.25, 0.50):
    between, eig_between = chain_wall(spacing * NM / w, False)
    on, eig_on = chain_wall(spacing * NM / w, True)
    assert eig_between > 0 > eig_on and on > between
    lattice.append((spacing, between, on - between))

# ---------- tilted wall: bound charge and its field ----------
eps = epsilon_0 * eps_t
E_tilt = P0 * np.sin(tilt) / eps
L_double = sigma / (0.5 * eps * E_tilt**2)
L_box = 100 * NM                                   # grounded plates for the test
z = np.linspace(-L_box / 2, L_box / 2, 8001)
dz = z[1] - z[0]
Pn = P0 * np.sin(tilt) * np.tanh(z / w)
bands = np.ones((3, len(z) - 2))
bands[1] = -2
phi = np.zeros(len(z))
phi[1:-1] = solve_banded((1, 1), bands, dz**2 * np.gradient(Pn, dz)[1:-1] / eps)
E_num = -np.diff(phi) / dz
# the wall fills about one per cent of the box, hence the looser tolerances
assert abs(abs(E_num[0]) / E_tilt - 1) < 0.02
assert abs(np.sum(0.5 * eps * E_num**2) * dz / (0.5 * eps * E_tilt**2 * L_box) - 1) < 0.04

# ---------- output ----------
print("INPUTS (round model values)")
print(f"P0 = {P0*100:.1f} uC/cm2")
print(f"susceptibility chi = {chi:.0f}")
print(f"g = {g:.2e} J m3/C2")
print(f"T = {T:.0f} K, Tc = {Tc:.0f} K")
print("WALL")
print(f"|a| = {A:.4e} J m/C2")
print(f"b = {b:.4e} J m5/C4")
print(f"well depth |a|P0^2/4 = {A*P0**2/4:.4e} J/m3")
print(f"half-width w = {w/NM:.4f} nm")
print(f"wall width 2w = {2*w/NM:.4f} nm")
print(f"-90% to +90% distance = {2*w*np.arctanh(0.9)/NM:.4f} nm")
print(f"sigma, formula = {sigma*1e3:.3f} mJ/m2")
print(f"sigma, formula = {sigma/e*1e-18:.4f} eV/nm2")
print(f"sigma, numerical wall = {sigma_num*1e3:.3f} mJ/m2")
print(f"well part, numerical = {well_energy*1e3:.3f} mJ/m2")
print(f"gradient part, numerical = {grad_energy*1e3:.3f} mJ/m2")
print(f"largest profile error / P0 = {profile_error:.1e}")
print("PROFILE: x (nm), tanh, numerical (uC/cm2)")
for xv in (0.0, 0.2, 0.4, 0.8, 1.2):
    print(f"{xv:.1f}  {100*P0*np.tanh(xv*NM/w):.3f}  {100*profile(xv)[0]:.3f}")
print("TRIAL PROFILES, best width, energy above sigma")
print(f"linear ramp: {100*(ramp_energy/sigma-1):.2f} %")
print(f"error function: {100*(erf_energy/sigma-1):.2f} %")
print("NEGLECTED EFFECTS")
for spacing, ratio, barrier in lattice:
    print(f"planes {spacing:.2f} nm apart: energy shift {100*(ratio-1):.2f} %")
    print(f"  barrier between positions = {barrier*sigma*1e3:.2e} mJ/m2")
print(f"sixth-order limit b=0: sigma change {100*(sigma6/sigma-1):.2f} %")
print(f"modulus = {C_el/1e9:.0f} GPa, Q = {Q_el:.3f} m4/C2")
print(f"strain clamping: sigma change {100*(el_factor-1):.2f} %")
print(f"strain clamping: w change {100*(1/el_factor-1):.2f} %")
print(f"at {T_hot:.0f} K: P0 = {100*P_hot:.2f} uC/cm2")
print(f"at {T_hot:.0f} K: w = {w_hot/NM:.4f} nm")
print(f"at {T_hot:.0f} K: sigma = {sigma_hot*1e3:.2f} mJ/m2")
print(f"tilt = {np.degrees(tilt):.1f} degree, transverse permittivity = {eps_t:.0f}")
print(f"tilt: bound charge = {2*P0*np.sin(tilt)*100:.3f} uC/cm2")
print(f"tilt: field = {E_tilt/1e8:.3f} MV/cm")
print(f"tilt: field thickness that costs sigma = {L_double/NM:.0f} nm")
print(f"bending scale sigma w^2 = {sigma*w**2/e:.4f} eV")
print(f"kT at {T:.0f} K = {k*T/e:.4f} eV")
print("no test failed")
```

Output:

```
INPUTS (round model values)
P0 = 50.0 uC/cm2
susceptibility chi = 50
g = 1.00e-10 J m3/C2
T = 300 K, Tc = 900 K
WALL
|a| = 1.1294e+09 J m/C2
b = 4.5176e+09 J m5/C4
well depth |a|P0^2/4 = 7.0588e+07 J/m3
half-width w = 0.4208 nm
wall width 2w = 0.8416 nm
-90% to +90% distance = 1.2391 nm
sigma, formula = 79.212 mJ/m2
sigma, formula = 0.4944 eV/nm2
sigma, numerical wall = 79.212 mJ/m2
well part, numerical = 39.606 mJ/m2
gradient part, numerical = 39.606 mJ/m2
largest profile error / P0 = 3.2e-11
PROFILE: x (nm), tanh, numerical (uC/cm2)
0.0  0.000  0.000
0.2  22.122  22.122
0.4  37.001  37.001
0.8  47.816  47.816
1.2  49.668  49.668
TRIAL PROFILES, best width, energy above sigma
linear ramp: 9.53 %
error function: 0.27 %
NEGLECTED EFFECTS
planes 0.25 nm apart: energy shift -1.25 %
  barrier between positions = 2.01e-02 mJ/m2
planes 0.50 nm apart: energy shift -10.34 %
  barrier between positions = 6.78e+00 mJ/m2
sixth-order limit b=0: sigma change -14.46 %
modulus = 200 GPa, Q = 0.020 m4/C2
strain clamping: sigma change 1.76 %
strain clamping: w change -1.73 %
at 400 K: P0 = 45.64 uC/cm2
at 400 K: w = 0.4610 nm
at 400 K: sigma = 60.26 mJ/m2
tilt = 1.0 degree, transverse permittivity = 50
tilt: bound charge = 1.745 uC/cm2
tilt: field = 0.197 MV/cm
tilt: field thickness that costs sigma = 921 nm
bending scale sigma w^2 = 0.0876 eV
kT at 300 K = 0.0259 eV
no test failed
```
